# Which Way a Trilayer Bends When Its Middle Layer Misfits

**The argument under review**

The manuscript considers a free disc made of three bonded films: 120 nm of silicon at the bottom, 100 nm of silicon oxide in the middle and 100 nm of tungsten on top. The outer films are taken to fit each other. The oxide, if released, would be longer than they are by a strain of 0.003. The author reasons as follows.

> The oxide pushes outward. Its centre lies 10 nm above the midplane of the disc, so it stretches the upper half more than the lower half, and the disc becomes convex upward. Stiffness sets how far the disc bends, but not which way. If silicon and tungsten change places while the three thicknesses stay fixed, the disc must still be convex upward.

The first sentence is right. The difficulty is the lever arm: the author measures it from the geometric midplane, and nothing in the argument shows that a push along that plane would leave the disc flat. The balance of forces and moments has to decide this.

**Balance of force and moment**

Number the layers 1, 2, 3 from the bottom, with thickness $h_i$, Young's modulus $E_i$, Poisson ratio $\nu_i$ and stress-free strain $e_i$. Let $z$ point upward. The layers are taken as linear elastic and isotropic, the deflection as small, and the faces as free of load. The equations contain no physical constants, so they hold in atomic units (hartree/bohr³ for moduli, bohr for lengths) as in any consistent set.

Try the displacement

$$u_x=(\varepsilon_0+\kappa z)x,\quad u_y=(\varepsilon_0+\kappa z)y,\quad u_z=-\tfrac12\kappa(x^2+y^2)+f_i(z).$$

Both in-plane strains equal $\varepsilon=\varepsilon_0+\kappa z$. For $\kappa>0$ the strain grows upward and the centre of the disc is its highest point, so positive curvature means convex upward. The shear strains vanish, since $\partial_zu_x+\partial_xu_z=\kappa x-\kappa x=0$, and likewise for $y$. The function $f_i$ is chosen to make the normal stress $\sigma_{zz}$ zero, and its additive constant joins each layer to the next. With $\sigma_{zz}=0$ and equal in-plane stresses $\sigma$, Hooke's law reads $\varepsilon-e_i=(\sigma-\nu_i\sigma)/E_i$, or

$$\sigma=M_i(\varepsilon_0+\kappa z-e_i),\qquad M_i=\frac{E_i}{1-\nu_i}.$$

This stress depends on $z$ alone and has no shear part, so it is in equilibrium at every interior point. At the rim it can satisfy the free-edge condition only on average, through zero net force and zero net moment. The remaining mismatch is confined to an edge zone whose width is of the order of the total thickness.

Let $z_i$ be the centre of layer $i$. Over that layer, $\int dz=h_i$, $\int z\,dz=h_iz_i$ and $\int z^2dz=h_i(z_i^2+h_i^2/12)$. With $k_i=M_ih_i$ and

$$A=\sum_i k_i,\quad B=\sum_i k_iz_i,\quad D=\sum_i k_i\left(z_i^2+\frac{h_i^2}{12}\right),$$

the conditions $\int\sigma\,dz=0$ and $\int z\sigma\,dz=0$ become

$$A\varepsilon_0+B\kappa=\sum_i k_ie_i,\qquad B\varepsilon_0+D\kappa=\sum_i k_iz_ie_i.$$

Multiply the second by $A$, the first by $B$, and subtract. The strain $\varepsilon_0$ drops out:

$$(AD-B^2)\kappa=\sum_{i,j}k_ik_j(z_j-z_i)e_j.$$

Exchanging the names $i$ and $j$ gives the same sum with $-(z_j-z_i)e_i$ in place of $(z_j-z_i)e_j$. The average of the two forms is $\tfrac12\sum_{i,j}k_ik_j(z_j-z_i)(e_j-e_i)$, in which every pair occurs twice. Therefore

$$\kappa=\frac{\sum_{i<j}k_ik_j(z_j-z_i)(e_j-e_i)}{AD-B^2}.$$

The denominator is positive. The same regrouping with $e_i$ replaced by $z_i$ gives

$$AD-B^2=\frac{A}{12}\sum_i k_ih_i^2+\sum_{i<j}k_ik_j(z_j-z_i)^2>0.$$

**Where the author's rule does hold**

Each pair of layers tends to make the stack convex on the side of its longer member, with a positive weight $k_ik_j(z_j-z_i)$. A bilayer has one pair, so its direction is the sign of $e_2-e_1$, whatever the moduli. The same is true of a stack of any number of layers whose misfit never decreases from bottom to top and is not uniform: no term is negative and at least one is positive. In these cases stiffness affects only the size of the curvature and not its direction, as the author says.

A misfitting middle layer is different. Put $e_1=e_3=0$ and $e_2=e$. The outer pair contributes nothing. The lower pair contributes with $e_2-e_1=e$ and the upper pair with $e_3-e_2=-e$. Since $z_2-z_1=(h_1+h_2)/2$ and $z_3-z_2=(h_2+h_3)/2$,

$$\kappa=\frac{k_2e\,(M_1g_1-M_3g_3)}{2(AD-B^2)},\qquad g_1=h_1(h_1+h_2),\quad g_3=h_3(h_2+h_3).$$

The two interfaces pull against each other, and the outer moduli weigh the contest.

**The correct lever arm**

For this loading the right-hand sides of the two balance equations are $k_2e$ and $k_2z_2e$, so $(AD-B^2)\kappa=k_2e(Az_2-B)$. Define the neutral plane $z_n=B/A$ and the bending stiffness about it,

$$D_n=D-\frac{B^2}{A}=\sum_i k_i\left[(z_i-z_n)^2+\frac{h_i^2}{12}\right].$$

The second form follows from $\sum_i k_i(z_i-z_n)^2=\sum_i k_iz_i^2-2z_nB+z_n^2A$, whose last two terms add to $-B^2/A$. Since $AD-B^2=AD_n$,

$$\kappa=\frac{k_2e\,(z_2-z_n)}{D_n},\qquad z_2-z_n=\frac{M_1g_1-M_3g_3}{2A}.$$

This has the form of the author's argument, a push $k_2e$ times a lever arm, but the arm starts at the stiffness-weighted centre. Stiffening the bottom layer draws that centre down, and the oxide lies above it once $M_1g_1>M_3g_3$.

Three limits show what each quantity does.

- If $M_1=M_3$, the sign is that of $g_1-g_3=(h_1-h_3)(h_1+h_2+h_3)$. The middle layer lies $(h_1-h_3)/2$ above the geometric midplane, so the author's rule then gives the right direction, whatever the value of $M_2$.
- If $M_1g_1=M_3g_3$, the disc is flat although the misfit stress remains.
- The middle modulus $M_2$ enters the lever arm through the positive sum $A$, so it cannot change the direction. For very large $M_2$, with the origin at the centre of layer 2, $AD-B^2$ tends to $k_2^2h_2^2/12$ and $\kappa$ to $6e(M_1g_1-M_3g_3)/(M_2h_2^3)$. The curvature fades because the middle layer takes its own length and resists bending.

**What the exchange does**

Hold the thicknesses, the middle layer and its misfit fixed, and exchange $M_1$ and $M_3$. The direction reverses if and only if

$$(M_1g_1-M_3g_3)(M_3g_1-M_1g_3)<0.$$

Multiplying out gives

$$M_1M_3(g_1^2+g_3^2)-g_1g_3(M_1^2+M_3^2)<0,$$

and division by the positive quantity $M_1M_3g_1g_3$ gives

$$\frac{M_1}{M_3}+\frac{M_3}{M_1}>\frac{g_1}{g_3}+\frac{g_3}{g_1}.$$

Let $r_M\ge1$ and $r_g\ge1$ be the larger-to-smaller ratios of the outer moduli and of $g_1,g_3$. The function $r+1/r$ has derivative $1-1/r^2$ and so rises for $r>1$. The condition is therefore

$$r_M>r_g.$$

Unequal stiffnesses alone do not guarantee reversal; their contrast must exceed the geometric contrast. If the outer thicknesses are equal, $r_g=1$ and any stiffness contrast suffices. The exchanged stack is then the mirror image of the first, so $AD-B^2$ is unchanged and $\kappa$ changes sign at equal size.

The criterion was compared with direct minimization of the elastic energy for 2000 random trilayers, with moduli of 50 to 600 GPa, thicknesses of 50 to 250 nm and a middle misfit of 0.003. The exchange reversed 923 of them, and the criterion was right in every case.

**The author's disc**

Take rough typical biaxial moduli: 180 GPa for silicon with (100) faces, 85 GPa for the oxide and 570 GPa for tungsten. The thicknesses give $g_1=120\times220=26400$ nm² and $g_3=100\times200=20000$ nm². Thus $r_g=1.32$ and $r_M=570/180=3.17$, and the exchange must reverse the bending.

With silicon below, $k_1=21600$, $k_2=8500$ and $k_3=57000$ GPa nm, so $A=87100$ GPa nm. The lever arm is

$$z_2-z_n=\frac{180\times26400-570\times20000}{2\times87100}=-38.2\ \text{nm}.$$

The oxide lies above the geometric midplane but below the neutral plane. With $D_n=7.85\times10^8$ GPa nm³,

$$\kappa=\frac{8500\times0.003\times(-38.2)}{7.85\times10^8}=-1.24\times10^{-6}\ \text{nm}^{-1}.$$

This is −1.24 mm⁻¹, or $-1.24\times10^{-7}$ per angstrom: convex downward.

With tungsten below, $A=94900$ GPa nm, the arm is $+60.3$ nm and $D_n=7.67\times10^8$ GPa nm³. The curvature is $+2.01$ mm⁻¹, or $2.01\times10^{-7}$ per angstrom: convex upward. The author's rule gives one direction for both discs and fails for the first. If both outer films had the mean modulus of 375 GPa, the curvature would be $+0.34$ mm⁻¹, as the rule expects; with silicon below, the stiffness contrast overrides this geometric preference.

The thicknesses set the limits of the effect. With 100 nm for every layer the curvatures are −1.87 and +1.87 mm⁻¹. Now thicken the bottom layer and keep the others at 100 nm. Reversal ends when $g_1=r_Mg_3$, that is, when

$$h_1^2+(100\ \text{nm})h_1=3.167\times20000\ \text{nm}^2,$$

whose positive root is $h_1=207$ nm. At 250 nm both orders are convex upward, with 0.23 mm⁻¹ for silicon below and 1.63 mm⁻¹ for tungsten below. There the author's conclusion about direction is correct, but because the geometric contrast is large enough, which the argument never examined.

**What would change in a real disc**

The assumed oxide misfit corresponds to a compressive stress of 0.255 GPa when held at zero strain, an ordinary size for a silicon oxide film. The assumption most at risk is that the outer films have no misfit. Give tungsten a stress-free strain $s$ in the disc with silicon below. The pair sum gains $k_3s[k_1(z_3-z_1)+k_2(z_3-z_2)]$, and the disc is flat when

$$57000\,(21600\times210+8500\times100)\,s=8.48\times10^7,$$

where the right-hand side is the size of the oxide term, $k_2e|M_1g_1-M_3g_3|/2$, in GPa² nm³. This gives $s=2.76\times10^{-4}$, equivalent to a compressive tungsten stress of 0.157 GPa when held at zero strain. With tungsten below, the figure is 0.258 GPa. Deposited tungsten films can carry stresses of roughly 1 GPa of either sign. Such a stress would dominate the bending, and compression of that size would reverse the direction found for each order. Silicon stress matters as well. With tungsten free of misfit, a silicon tension of 0.055 GPa, again taken at zero strain, flattens the disc with silicon below, and 0.096 GPa flattens the one with tungsten below. The calculation describes discs in which the stresses of both outer films have been tuned well below these thresholds. A silicon film deposited on top would bring its own stress and could also have a somewhat different modulus.

Temperature matters for the same reason. The misfits above are set at 300 K. For rough constant expansion coefficients of 2.6, 0.5 and $4.5\times10^{-6}$ K⁻¹ for silicon, oxide and tungsten, heating by 100 K changes the curvature by $+0.94$ mm⁻¹ with silicon below and by $-0.98$ mm⁻¹ with tungsten below. With these constants the discs become flat near 432 K and 504 K respectively. The coefficient of silicon in fact rises with temperature. With the other two coefficients held constant, this moves the two points up to roughly 470 K and 580 K. Between the two flat points both discs are convex upward, and the exchange no longer reverses the direction.

The orientation of the silicon crystal matters too. With (111) faces its biaxial modulus is about 229 GPa, and the curvatures become −0.80 mm⁻¹ with silicon below and +1.50 mm⁻¹ with tungsten below. The directions stay the same.

Surface tension and large deflection have smaller effects here. A surface tension force $f$ per unit length, acting at height $z_s$, adds $f(z_s-z_n)$ to the moment and shifts $\kappa$ by $-f(z_s-z_n)/D_n$. For a rough 1 N/m on the less favourable face, the shift is 21% of the curvature with silicon below and 14% with tungsten below. For a disc radius of 10000 nm the centre-to-edge sags are 62 and 100 nm, against a total thickness of 320 nm. An axisymmetric large-deflection calculation, with Poisson ratios of 0.28 for silicon and tungsten and 0.17 for the oxide, lowers the size of the mean radial curvature, the rim slope divided by the radius, by 0.6% and 1.8%. At the centre the reduction is larger, about 1.4% and 3.9%. Shapes without axial symmetry were not examined. Away from the rim the peak stress is 0.23 GPa in both discs, below a rough strength of 1 GPa. An edge zone as wide as the total thickness takes up about 3% of the radius. Inside it, linear elasticity with these constants allows stresses that grow without bound where the tungsten–oxide interface meets a square-cut free edge, so the plate value cannot rule out cracking or peeling there.

**Recommended correction**

The claim that stiffness cannot affect direction should be withdrawn for the trilayer and kept for stacks whose misfit changes steadily in one sense. The lever arm should be measured from $z_n$, and the claim about the exchange should be replaced by the condition $r_M>r_g$, restricted to outer films that fit each other at the temperature considered. If they do not, the full pair sum decides the direction. The main values used here are listed in the numerical output below.

## Computed results

```
Rough inputs; layer order is bottom/middle/top
biaxial moduli Si, oxide, W: 180, 85, 570 GPa
Poisson ratios Si, oxide, W: 0.28, 0.17, 0.28
expansion Si, oxide, W: 2.6, 0.5, 4.5 1e-6/K
thicknesses: 120, 100, 100 nm
oxide misfit: 0.0030; reference temperature: 300 K
oxide stress if held flat at zero strain: -0.255 GPa
disc radius: 10000 nm
g1 = 26400 nm^2, g3 = 20000 nm^2, ratio 1.320
outer modulus ratio W/Si: 3.167
oxide centre above geometric midplane: 10.0 nm
curvature, both outer moduli 375 GPa: 0.338 1/mm
[Si/oxide/W]
 oxide centre above neutral plane: -38.16 nm
 bending stiffness about neutral plane: 7.8501e+08 GPa nm^3
 curvature: -1.240 1/mm = -1.240e-07 1/angstrom
 radius of curvature: 0.807 mm
 centre-to-edge sag: 62.0 nm
 peak stress: -0.231 GPa; share of strength: 0.231
 W misfit that flattens: 2.761e-04
 that W stress, held at zero strain: -0.157 GPa
 curvature change per 100 K rise: 0.940 1/mm
 temperature at which it is flat: 432 K
 one-face surface-stress effect, worst face: 21.4 %
 large-deflection change of curvature: -0.63 %
[W/oxide/Si]
 oxide centre above neutral plane: 60.32 nm
 bending stiffness about neutral plane: 7.6655e+08 GPa nm^3
 curvature: 2.006 1/mm = 2.006e-07 1/angstrom
 radius of curvature: 0.498 mm
 centre-to-edge sag: 100.3 nm
 peak stress: -0.230 GPa; share of strength: 0.230
 W misfit that flattens: 4.526e-04
 that W stress, held at zero strain: -0.258 GPa
 curvature change per 100 K rise: -0.983 1/mm
 temperature at which it is flat: 504 K
 one-face surface-stress effect, worst face: 13.7 %
 large-deflection change of curvature: -1.75 %
surface force assumed: 1.0 N/m; strength: 1.0 GPa
edge-zone width/radius, width = total thickness: 0.032
Equal 100 nm layers, Si below: -1.868 1/mm
Equal 100 nm layers, W below: 1.868 1/mm
bottom thickness where reversal ends: 206.6 nm
Bottom 250 nm, Si below: 0.229 1/mm
Bottom 250 nm, W below: 1.631 1/mm
random exchanges that reverse: 923 of 2000
```
